**Localized Wannier functions and time-reversed pairs in a Z2 insulator**

The program tests the statement that a two-dimensional insulator with time reversal θ, θ² = −1, has exponentially localized occupied Wannier functions for either Z2 index ν, but localized time-reversed pairs only for even ν. It uses the Kane–Mele model, where S is the overlap matrix between occupied states and trial orbitals. It asserts that the total Chern number is zero, that ν = 1 and ν = 0 in the two phases, and that 20 random paired trial sets give odd and even half-zone vortex sums respectively. It also asserts the closed forms of |det S| without Rashba coupling and the decay length obtained from complex zeros of the band energy. In the output, the unpaired spread stays at 0.1914 nm² on all three meshes, while the paired spread grows by 0.0554 nm² on the last doubling, against a predicted 0.0557 nm². Cutting the effective Hamiltonian at 4 nm in the unpaired basis leaves a Kramers splitting of 0.94 meV. Further estimates cover the p-orbital character, orbital size, temperature, magnetic field and tunnelling.

## Verification by program

```python
"""Result under test: a 2D insulator with time reversal theta (theta^2=-1)
always has exponentially localized occupied Wannier functions, but they can
form time-reversed pairs only if its Z2 index is even.
Model: Kane-Mele honeycomb, basis (A up, A down, B up, B down).
LATTICE: lattice constant (nm); HOP: nearest-neighbour hopping (eV);
SO: spin-orbit hopping; RASHBA: Rashba hopping; STAG: sublattice energy (eV).
A frame is an orthonormal basis of the occupied space at each wave vector.
Trial orbitals are projected on that space and orthonormalized symmetrically."""
import numpy as np
from scipy import constants as const
from pyscf import gto, scf

LATTICE, HOP, SO, RASHBA, STAG = 0.54, 0.8, 0.08, 0.03, 0.05
STAG_ORDINARY = 0.6
I2 = np.eye(2)
SX = np.array([[0, 1], [1, 0]], complex)
SY = np.array([[0, -1j], [1j, 0]])
SZ = np.diag([1.0, -1.0])
REV = np.kron(I2, 1j * SY)            # theta = REV * complex conjugation
A1 = LATTICE * np.array([1.0, 0.0])
A2 = LATTICE * np.array([0.5, np.sqrt(3) / 2])
AREA = LATTICE**2 * np.sqrt(3) / 2
SITE_B = (A1 + A2) / 3
TAU = np.array([[0, 0], [0, 0], SITE_B, SITE_B])
CELLS = [(0, 0), (-1, 0), (0, -1)]
BONDS = [SITE_B + c[0] * A1 + c[1] * A2 for c in CELLS]
BONDS = [b / np.linalg.norm(b) for b in BONDS]


def dagger(m):
    return np.conj(np.swapaxes(m, -1, -2))


def mesh(n):
    k = 2 * np.pi * np.arange(n) / n
    return np.meshgrid(k, k, indexing="ij")


def kane_mele(n, so, rashba, stag):
    k1, k2 = mesh(n)
    h = np.zeros((n, n, 4, 4), complex)
    g = 2 * so * (np.sin(k1) - np.sin(k2) - np.sin(k1 - k2))
    h[..., :2, :2] = g[..., None, None] * SZ + stag * I2
    h[..., 2:, 2:] = -h[..., :2, :2]
    for c, d in zip(CELLS, BONDS):
        hop = -HOP * I2 + 1j * rashba * (SX * d[1] - SY * d[0])
        phase = np.exp(1j * (c[0] * k1 + c[1] * k2))
        h[..., :2, 2:] += phase[..., None, None] * hop
    h[..., 2:, :2] = dagger(h[..., :2, 2:])
    return h


def p_orbital_model(n, v_sigma, v_pi, soc):
    """px, py orbitals with spin on the honeycomb lattice: eight bands."""
    k1, k2 = mesh(n)
    h = np.zeros((n, n, 8, 8), complex)
    h[..., :4, :4] = soc * np.kron(SY, SZ)
    h[..., 4:, 4:] = soc * np.kron(SY, SZ)
    for c, d in zip(CELLS, BONDS):
        hop = np.kron(v_pi * I2 + (v_sigma - v_pi) * np.outer(d, d), I2)
        phase = np.exp(1j * (c[0] * k1 + c[1] * k2))
        h[..., :4, 4:] += phase[..., None, None] * hop
    h[..., 4:, :4] = dagger(h[..., :4, 4:])
    return h


def occupied(h):
    return np.linalg.eigh(h)[1][..., : h.shape[-1] // 2]


def direct_gap(h):
    e = np.linalg.eigvalsh(h)
    m = h.shape[-1] // 2
    return (e[..., m] - e[..., m - 1]).min()


def minus_k(f):
    return np.roll(f[::-1, ::-1], (1, 1), axis=(0, 1))


def project(u, trial):
    left, s, right = np.linalg.svd(dagger(u) @ trial)
    return u @ (left @ right), s.prod(axis=-1)


def vortices_and_flux(u):
    l1 = np.linalg.det(dagger(u) @ np.roll(u, -1, axis=0))
    l2 = np.linalg.det(dagger(u) @ np.roll(u, -1, axis=1))
    p1, p2 = np.angle(l1), np.angle(l2)
    circ = p1 + np.roll(p2, -1, 0) - np.roll(p1, -1, 1) - p2
    flux = np.angle(l1 * np.roll(l2, -1, 0)
                    * np.conj(np.roll(l1, -1, 1)) * np.conj(l2))
    return np.rint((circ - flux) / (2 * np.pi)).astype(int), flux


def chern(u):
    return int(np.rint(vortices_and_flux(u)[1].sum() / (2 * np.pi)))


def hybrid_centres(u):
    """Wilson-loop phases along k1 (units of 2 pi), one row for each k2."""
    links = dagger(u) @ np.roll(u, -1, axis=0)
    loop = links[0]
    for m in links[1:]:
        loop = loop @ m
    return np.sort(np.angle(np.linalg.eigvals(loop)) / (2 * np.pi) % 1, axis=1)


def loop_winding(u):
    total = np.exp(2j * np.pi * hybrid_centres(u).sum(axis=1))
    steps = np.angle(np.roll(total, -1) * np.conj(total))
    return int(np.rint(steps.sum() / (2 * np.pi)))


def z2_index(u):
    """Parity of centres crossed by the middle of the largest gap."""
    rows = hybrid_centres(u)[: u.shape[0] // 2 + 1]
    middle = []
    for p in rows:
        ext = np.append(p, p[0] + 1)
        i = np.argmax(np.diff(ext))
        middle.append((ext[i] + ext[i + 1]) / 2 % 1)
    count = 0
    for j in range(len(rows) - 1):
        lo, hi = sorted(middle[j:j + 2])
        count += int(((rows[j + 1] > lo) & (rows[j + 1] < hi)).sum())
    return count % 2


def real_space(u):
    """Wannier amplitudes, centres (nm), spreads (nm^2), positions (nm)."""
    n = u.shape[0]
    w = np.fft.ifft2(u, axes=(0, 1))
    c = np.fft.fftfreq(n) * n
    cell = c[:, None, None] * A1 + c[None, :, None] * A2
    pos = cell[:, :, None, :] + TAU
    rho = np.abs(w)**2
    centre = np.einsum("xyom,xyoc->mc", rho, pos)
    second = np.einsum("xyom,xyo->m", rho, (pos**2).sum(-1))
    return w, centre, second - (centre**2).sum(-1), pos


def weight_outside(w, centre, pos, radius):
    far = np.linalg.norm(pos - centre[0], axis=-1) > radius
    return (np.abs(w[..., 0])**2)[far].sum()


def truncated(h, u, cut):
    """Largest Kramers splitting and band error (eV), hoppings within cut."""
    n = u.shape[0]
    heff = dagger(u) @ h @ u
    hop = np.fft.fft2(heff, axes=(0, 1)) / n**2
    c = np.fft.fftfreq(n) * n
    cell = c[:, None, None] * A1 + c[None, :, None] * A2
    keep = np.linalg.norm(cell, axis=-1) <= cut
    back = np.fft.ifft2(hop * keep[..., None, None], axes=(0, 1)) * n**2
    e = np.linalg.eigvalsh(back)
    inv = e[::n // 2, ::n // 2]
    error = np.abs(e - np.linalg.eigvalsh(heff)).max()
    return (inv[..., 1] - inv[..., 0]).max(), error


def partner_weights(u):
    """Weight of reversed function 1 in each family; largest single weight."""
    reverse = REV @ np.conj(minus_k(u))[..., :1]
    b = (dagger(u) @ reverse)[..., 0]
    single = np.abs(np.fft.ifft2(b, axes=(0, 1)))**2
    return (np.abs(b)**2).mean(axis=(0, 1)), single.max()


PLUS, MINUS = np.array([1, 1]) / np.sqrt(2), np.array([1, -1]) / np.sqrt(2)
FREE = np.zeros((4, 2), complex)      # |A,+x> and |B,-x>: not a reversed pair
FREE[:2, 0], FREE[2:, 1] = PLUS, MINUS
PAIR = np.zeros((4, 2), complex)      # |B,up> and |B,down>: a reversed pair
PAIR[2, 0] = PAIR[3, 1] = 1

# Symmetry, gaps and indices
h80 = kane_mele(80, SO, RASHBA, STAG)
h80_ord = kane_mele(80, SO, RASHBA, STAG_ORDINARY)
u80, u80_ord = occupied(h80), occupied(h80_ord)
assert np.allclose(minus_k(h80), REV @ np.conj(h80) @ REV.T, atol=1e-12)
h60 = kane_mele(60, SO, RASHBA, STAG)           # this mesh contains K
gap = direct_gap(h60)
gap_ord = direct_gap(kane_mele(60, SO, RASHBA, STAG_ORDINARY))
nu, nu_ord = z2_index(u80), z2_index(u80_ord)
c_total = chern(u80)
assert (nu, nu_ord, c_total, loop_winding(u80)) == (1, 0, 0, 0)
h_no_rashba = kane_mele(80, SO, 0, STAG)
up = np.linalg.eigh(h_no_rashba[..., ::2, ::2])[1][..., :1]
c_up = chern(up)
assert abs(c_up) == 1 and loop_winding(up) == -c_up

# Parity of vortices for random time-reversed trial pairs
rng = np.random.default_rng(7)
k1, k2 = mesh(40)
u40 = occupied(kane_mele(40, SO, RASHBA, STAG))
u40_ord = occupied(kane_mele(40, SO, RASHBA, STAG_ORDINARY))
TRIALS, odd, odd_ord = 20, 0, 0
for _ in range(TRIALS):
    trial = np.zeros((40, 40, 4, 2), complex)
    for phase in (np.ones_like(k1), np.exp(-1j * k1), np.exp(-1j * k2)):
        v = rng.normal(size=4) + 1j * rng.normal(size=4)
        trial += phase[..., None, None] * np.stack([v, REV @ v.conj()], axis=1)
    odd += vortices_and_flux(project(u40, trial)[0])[0][:, :20].sum() % 2
    odd_ord += vortices_and_flux(project(u40_ord, trial)[0])[0][:, :20].sum() % 2
assert odd == TRIALS and odd_ord == 0

# Closed forms of |det S| without Rashba coupling
k1, k2 = mesh(80)
g = 2 * SO * (np.sin(k1) - np.sin(k2) - np.sin(k1 - k2))
f = HOP * np.abs(1 + np.exp(-1j * k1) + np.exp(-1j * k2))
th_up, th_dn = np.arctan2(f, STAG + g), np.arctan2(f, STAG - g)
u_nr = occupied(h_no_rashba)
assert np.allclose(project(u_nr, FREE)[1], np.sin((th_up + th_dn) / 2) / 2,
                   atol=1e-10)
assert np.allclose(project(u_nr, PAIR)[1],
                   np.cos(th_up / 2) * np.cos(th_dn / 2), atol=1e-10)

# Both trial sets in the full example
u60 = occupied(h60)
det_free, det_pair = project(u60, FREE)[1].min(), project(u60, PAIR)[1].min()
assert det_free > 0.3 and det_pair < 1e-10
free80, pair80 = project(u80, FREE)[0], project(u80, PAIR)[0]
vort_free = np.abs(vortices_and_flux(free80)[0]).sum()
vort_pair = np.abs(vortices_and_flux(pair80)[0]).sum()
assert vort_free == 0 and vort_pair >= 2
assert np.allclose(REV @ np.conj(minus_k(pair80))[..., :1], pair80[..., 1:],
                   atol=1e-8) or np.allclose(
    REV @ np.conj(minus_k(pair80))[..., :1], -pair80[..., 1:], atol=1e-8)

# Ideal case: frame is sqrt(2) P|trial>, decay set by complex zeros of E^2
u_ideal = occupied(kane_mele(160, SO, 0, 0))
ideal = project(u_ideal, FREE)[0]
assert np.allclose(ideal, np.sqrt(2) * u_ideal @ (dagger(u_ideal) @ FREE),
                   atol=1e-10)
w_ideal = real_space(ideal)[0]
home = abs(FREE[:, 0].conj() @ w_ideal[0, 0, :, 0])**2
assert abs(home - 0.5) < 1e-10
kappa = np.inf
for b in np.linspace(0.01, 2 * np.pi - 0.01, 2001):
    c = np.exp(1j * b)
    kinetic = np.polymul([1 + 1 / c, 1], [1, 1 + c])
    kinetic = HOP**2 * np.polymul(kinetic, [1, 0])
    mass = -1j * SO * np.array([1 - 1 / c, -(c - 1 / c), -(1 - c)])
    roots = np.roots(np.polyadd(kinetic, np.polymul(mass, mass)))
    kappa = min(kappa, np.abs(np.log(np.abs(roots))).min())
slab = (np.abs(w_ideal[..., 0])**2).sum(axis=(1, 2))
# a square-root branch point gives slab weight n^(-3/2) exp(-2 kappa n)
kappa_fit = -np.log(slab[25] * 25**1.5 / (slab[15] * 15**1.5)) / 20
assert abs(kappa_fit / kappa - 1) < 0.05
slab_width = LATTICE * np.sqrt(3) / 2

# Spreads and tails against mesh size
spread_free, spread_pair = {}, {}
for n in (80, 160, 320):
    u = u80 if n == 80 else occupied(kane_mele(n, SO, RASHBA, STAG))
    wf, cf, sf, pos = real_space(project(u, FREE)[0])
    wp, cp, sp, _ = real_space(project(u, PAIR)[0])
    spread_free[n], spread_pair[n] = sf.sum(), sp.sum()
growth = spread_pair[320] - spread_pair[160]
growth_law = AREA * np.log(2) / np.pi
assert abs(growth / growth_law - 1) < 0.05
assert abs(spread_free[320] - spread_free[80]) < 1e-6
slab_pair = (np.abs(wp)**2).sum(axis=(1, 2, 3))
tail_power = np.log(slab_pair[20] / slab_pair[40]) / np.log(2)
assert abs(tail_power - 3) < 0.3      # |w|^2 ~ r^-4 summed over a line
RADII = (5, 10, 20)
out_free = [weight_outside(wf, cf, pos, r) for r in RADII]
out_pair = [weight_outside(wp, cp, pos, r) for r in RADII]
assert out_free[1] < 1e-4 and out_free[2] < 1e-8

# Ordinary phase: the reversed pair is localized
ord80, det_ord = project(u80_ord, PAIR)
ord160 = project(occupied(kane_mele(160, SO, RASHBA, STAG_ORDINARY)), PAIR)[0]
spread_ord = real_space(ord160)[2].sum()
assert det_ord.min() > 0.1 and not vortices_and_flux(ord80)[0].any()
assert abs(real_space(ord80)[2].sum() - spread_ord) < 1e-3

# Action of time reversal and truncation of the effective Hamiltonian
family, best = partner_weights(free80)
best_ord = partner_weights(ord80)[1]
assert abs(family.sum() - 1) < 1e-10 and abs(best_ord - 1) < 1e-10
assert best < 0.9
CUTS = (1, 2, 4, 6)
cut_free = [truncated(h80, free80, c) for c in CUTS]
cut_pair = [truncated(h80, pair80, c) for c in CUTS]
cut_ord = truncated(h80_ord, ord80, 1)
assert truncated(h80, free80, 1e9)[0] < 1e-10 and cut_ord[0] < 1e-10
assert cut_free[0][0] > 1e-6 and cut_free[-1][0] < 0.1 * cut_free[0][0]

# Effects outside the four-band model
V_SIGMA, V_PI, SOC_P = 2.0, -0.2, 0.4
gap_p = direct_gap(p_orbital_model(60, V_SIGMA, V_PI, SOC_P))
nu_p = z2_index(occupied(p_orbital_model(80, V_SIGMA, V_PI, SOC_P)))
assert gap_p > 0.1 and nu_p == 1
atom = gto.M(atom="Bi 0 0 0", basis="def2-svp", ecp="def2-svp", spin=3,
             verbose=0)
mf = scf.ROHF(atom)
mf.max_cycle = 200
mf.kernel()
assert mf.converged
p_shell = mf.mo_coeff[:, mf.mo_occ == 1]
r2 = np.diag(p_shell.T @ atom.intor("int1e_r2") @ p_shell)
assert len(r2) == 3 and np.ptp(r2) < 0.01 * r2.mean()
bohr_nm = const.physical_constants["Bohr radius"][0] * 1e9
in_plane = 0.8 * r2.mean() * bohr_nm**2   # <x^2+y^2> of a px orbital
kt = const.k * 300 / const.e
zeeman = 2 * const.physical_constants["Bohr magneton in eV/T"][0]
velocity = np.sqrt(3) / 2 * LATTICE * HOP
FIELD = 0.1                               # V/nm, equal to 1 MV/cm
tunnel = np.exp(-np.pi * (gap / 2)**2 / (velocity * FIELD))

print(f"lattice constant {LATTICE} nm, cell area {AREA:.4f} nm^2")
print(f"hopping {HOP}, spin-orbit {SO}, Rashba {RASHBA}, staggering {STAG} eV")
print(f"staggering in ordinary phase {STAG_ORDINARY} eV")
print(f"direct gap: topological {gap:.4f} eV, ordinary {gap_ord:.4f} eV")
print(f"Z2 index: topological {nu}, ordinary {nu_ord}")
print(f"total Chern number {c_total}; spin-up part without Rashba {c_up}")
print(f"random reversed pairs with odd half-zone vortex number, of {TRIALS}:")
print(f"  topological {odd}, ordinary {odd_ord}")
print(f"min |det S|, trials A+x and B-x: {det_free:.4f}")
print(f"min |det S|, reversed pair B up, B down: {det_pair:.1e}")
print(f"min |det S|, same pair, ordinary phase: {det_ord.min():.4f}")
print(f"vortices in whole zone: unpaired {vort_free}, paired {vort_pair}")
print(f"ideal case: weight on home orbital {home:.4f}")
print(f"ideal decay length from complex zeros {slab_width / kappa:.3f} nm")
print(f"ideal decay length from Wannier tail {slab_width / kappa_fit:.3f} nm")
for n in spread_free:
    print(f"total spread, mesh {n}x{n}: unpaired {spread_free[n]:.5f},"
          f" paired {spread_pair[n]:.5f} nm^2")
print(f"paired spread growth on last doubling {growth:.5f} nm^2")
print(f"growth law area*ln2/pi {growth_law:.5f} nm^2")
print(f"paired line-summed tail power {tail_power:.3f} (law: 3)")
for r, x, y in zip(RADII, out_free, out_pair):
    print(f"weight of function 1 beyond {r} nm: unpaired {x:.2e}, paired {y:.2e}")
print(f"total paired spread, ordinary phase {spread_ord:.5f} nm^2")
print(f"site B at ({SITE_B[0]:.4f}, {SITE_B[1]:.4f}) nm, site A at origin")
for i in (0, 1):
    print(f"centre of unpaired function {i + 1}:"
          f" ({cf[i, 0]:.4f}, {cf[i, 1]:.4f}) nm")
print(f"reversed function 1: weight in family 1 {family[0]:.4f},"
      f" family 2 {family[1]:.4f}")
print(f"largest weight in one Wannier function {best:.4f}")
print(f"same for the pair in the ordinary phase {best_ord:.4f}")
for c, x, y in zip(CUTS, cut_free, cut_pair):
    print(f"hoppings cut at {c} nm, unpaired: Kramers splitting"
          f" {1e3 * x[0]:.4f} meV, band error {1e3 * x[1]:.3f} meV")
    print(f"  paired, topological: band error {1e3 * y[1]:.3f} meV")
print(f"ordinary pair cut at 1 nm: Kramers splitting {1e3 * cut_ord[0]:.1e} meV")
print(f"px-py model: V_sigma {V_SIGMA}, V_pi {V_PI}, spin-orbit {SOC_P} eV")
print(f"px-py model: direct gap {gap_p:.4f} eV, Z2 index {nu_p}")
print(f"Bi 6p in-plane <x^2+y^2>, ROHF/def2-SVP with ECP: {in_plane:.4f} nm^2")
print(f"kT at 300 K {1e3 * kt:.2f} meV, exp(-gap/2kT) {np.exp(-gap/2/kt):.2e}")
print(f"Zeeman splitting at 1 T, g=2: {1e3 * zeeman:.4f} meV")
print(f"Dirac velocity times hbar {velocity:.4f} eV nm")
print(f"interband tunnelling probability at 1 MV/cm {tunnel:.2e}")
print("no test failed")
```

Running it gives:

```
lattice constant 0.54 nm, cell area 0.2525 nm^2
hopping 0.8, spin-orbit 0.08, Rashba 0.03, staggering 0.05 eV
staggering in ordinary phase 0.6 eV
direct gap: topological 0.6784 eV, ordinary 0.3753 eV
Z2 index: topological 1, ordinary 0
total Chern number 0; spin-up part without Rashba -1
random reversed pairs with odd half-zone vortex number, of 20:
  topological 20, ordinary 0
min |det S|, trials A+x and B-x: 0.4955
min |det S|, reversed pair B up, B down: 5.1e-16
min |det S|, same pair, ordinary phase: 0.6213
vortices in whole zone: unpaired 0, paired 2
ideal case: weight on home orbital 0.5000
ideal decay length from complex zeros 0.873 nm
ideal decay length from Wannier tail 0.867 nm
total spread, mesh 80x80: unpaired 0.19144, paired 0.45318 nm^2
total spread, mesh 160x160: unpaired 0.19144, paired 0.50942 nm^2
total spread, mesh 320x320: unpaired 0.19144, paired 0.56486 nm^2
paired spread growth on last doubling 0.05544 nm^2
growth law area*ln2/pi 0.05572 nm^2
paired line-summed tail power 3.012 (law: 3)
weight of function 1 beyond 5 nm: unpaired 3.13e-07, paired 8.37e-04
weight of function 1 beyond 10 nm: unpaired 6.15e-12, paired 2.03e-04
weight of function 1 beyond 20 nm: unpaired 7.51e-21, paired 5.00e-05
total paired spread, ordinary phase 0.09110 nm^2
site B at (0.2700, 0.1559) nm, site A at origin
centre of unpaired function 1: (-0.0000, -0.0000) nm
centre of unpaired function 2: (0.2700, 0.1559) nm
reversed function 1: weight in family 1 0.0818, family 2 0.9182
largest weight in one Wannier function 0.2658
same for the pair in the ordinary phase 1.0000
hoppings cut at 1 nm, unpaired: Kramers splitting 58.3940 meV, band error 142.443 meV
  paired, topological: band error 113.246 meV
hoppings cut at 2 nm, unpaired: Kramers splitting 12.8103 meV, band error 30.210 meV
  paired, topological: band error 67.138 meV
hoppings cut at 4 nm, unpaired: Kramers splitting 0.9372 meV, band error 3.037 meV
  paired, topological: band error 49.068 meV
hoppings cut at 6 nm, unpaired: Kramers splitting 0.0450 meV, band error 0.316 meV
  paired, topological: band error 45.465 meV
ordinary pair cut at 1 nm: Kramers splitting 1.1e-12 meV
px-py model: V_sigma 2.0, V_pi -0.2, spin-orbit 0.4 eV
px-py model: direct gap 0.8000 eV, Z2 index 1
Bi 6p in-plane <x^2+y^2>, ROHF/def2-SVP with ECP: 0.0229 nm^2
kT at 300 K 25.85 meV, exp(-gap/2kT) 2.00e-06
Zeeman splitting at 1 T, g=2: 0.1158 meV
Dirac velocity times hbar 0.3741 eV nm
interband tunnelling probability at 1 MV/cm 6.36e-05
no test failed
```
